# Escape barrier of a quartic ferroelectric at half its homogeneous coercive field

## Question

A ferroelectric film has its polarization $P$ along the film normal. While $P$ is uniform, its free-energy density at fixed field $E\ge 0$ and fixed temperature is

$$f(P)=-\frac a2P^2+\frac b4P^4-EP,\qquad a,b>0 .$$

The state with $P$ opposed to the field is metastable. Its barrier $\Delta f(E)$ is the value of $f$ at the maximum between the two wells, called the saddle, minus its value in the metastable well. The homogeneous coercive field $E_c$ is the field at which that well disappears. Write $P_0=\sqrt{a/b}$, $p=P/P_0$ and $e=E/E_c$.

### (a) Find $E_c$ and $\Delta f(0)$, and express $\Delta f(0)$ through $E_c$ and $P_0$.

**Answer.** Since $bP_0^2=a$, both $aP_0^2$ and $bP_0^4$ equal $a^2/b$. Dividing $f$ by this energy density gives

$$u=-\frac{p^2}2+\frac{p^4}4-\varepsilon p,\qquad \varepsilon=\frac{E}{aP_0}.$$

Stationary points obey $p^3-p=\varepsilon$. At zero field they are $p=\pm1$, with $u=-1/4$, and $p=0$, with $u=0$. Hence

$$\Delta f(0)=\frac{a^2}{4b}=\frac{aP_0^2}{4}.$$

For $p<0$ the function $p^3-p$ rises up to $p=-1/\sqrt3$ and then falls. The metastable well lies on the rising part, where $u''=3p^2-1>0$. It is lost when $\varepsilon$ reaches the maximum,

$$-\frac1{3\sqrt3}+\frac1{\sqrt3}=\frac2{3\sqrt3}.$$

Therefore

$$E_c=\frac{2aP_0}{3\sqrt3},\qquad \varepsilon=\frac{2e}{3\sqrt3}.$$

Substituting $a=3\sqrt3E_c/(2P_0)$ in the barrier gives

$$\Delta f(0)=\frac{3\sqrt3}{8}E_cP_0 .$$

### (b) Find the three stationary points for $0\le e<1$ and identify them.

**Answer.** Put $p=(2/\sqrt3)\cos\varphi$. Then

$$p^3-p=\frac{2}{3\sqrt3}\left(4\cos^3\varphi-3\cos\varphi\right)=\frac2{3\sqrt3}\cos3\varphi ,$$

so the stationary condition becomes $\cos3\varphi=e$. With $\alpha=\tfrac13\arccos e$, which lies between $0$ and $\pi/6$, the solutions are

- $\varphi_g=\alpha$: here $p\ge1$, the stable well;
- $\varphi_m=\alpha+2\pi/3$: here $-1\le p<-1/\sqrt3$, so $u''>0$, the metastable well;
- $\varphi_s=\alpha+4\pi/3$: here $-1/\sqrt3<p\le0$, so $u''<0$, the saddle.

### (c) Find $R(e)=\Delta f(E)/\Delta f(0)$. What fraction of the barrier remains at half the coercive field?

**Answer.** At a stationary point $\varepsilon p=p^4-p^2$, so

$$u=-\frac{p^2}2+\frac{p^4}4-p^4+p^2=\frac{p^2}2-\frac{3p^4}4 .$$

Let $c=\cos2\varphi$. Then $p^2=\tfrac43\cos^2\varphi=\tfrac23(1+c)$, and

$$u=\frac{1+c}3-\frac{(1+c)^2}3=-\frac{c(1+c)}3 .$$

The reduced barrier is

$$u_s-u_m=\frac{c_m+c_m^2-c_s-c_s^2}{3}=\frac{(c_m-c_s)(1+c_m+c_s)}3 .$$

The three angles $2\varphi$ are equally spaced around the circle, so their cosines sum to zero and $c_m+c_s=-\cos2\alpha$. The second factor is therefore $1-\cos2\alpha=2\sin^2\alpha$. The first is

$$c_m-c_s=\cos\left(2\alpha+\tfrac{4\pi}3\right)-\cos\left(2\alpha+\tfrac{2\pi}3\right)=-2\sin(2\alpha+\pi)\sin\tfrac\pi3=\sqrt3\sin2\alpha .$$

Multiplying, and dividing by the zero-field value $1/4$,

$$R(e)=\frac8{\sqrt3}\sin^2\alpha\,\sin2\alpha=\frac{16}{\sqrt3}\sin^3\alpha\cos\alpha .$$

At $e=0$, $\alpha=\pi/6$ and $R=1$; as $e\to1$, $\alpha\to0$ and $R\to0$.

At $e=1/2$, $\alpha=20^\circ$. Using $2\sin^2\alpha=1-\cos2\alpha$ and $2\sin2\alpha\cos2\alpha=\sin4\alpha$,

$$R=\frac4{\sqrt3}(1-\cos40^\circ)\sin40^\circ=\frac2{\sqrt3}\left(2\sin40^\circ-\sin80^\circ\right).$$

Because $\sin80^\circ-\sin40^\circ=2\cos60^\circ\sin20^\circ=\sin20^\circ$, the bracket equals $\sin40^\circ-\sin20^\circ=2\cos30^\circ\sin10^\circ=\sqrt3\sin10^\circ$. Thus

$$R(1/2)=2\sin10^\circ=0.3473 .$$

About 35 percent remains, independently of $a$ and $b$. Directly, $p_m=-0.8846$ and $p_s=-0.2005$ give $u_m=-0.06793$ and $u_s=0.01889$; four times their difference is again $0.3473$.

### (d) Find the leading behaviour of $R$ in weak field and near $E_c$. How well does each law serve at half field?

**Answer.** When $E$ changes, the shift of a stationary point does not alter $f$ to first order, so $df/dE=-P$ there. Hence

$$\frac{d\Delta f}{dE}=-(P_s-P_m).$$

At zero field $P_s-P_m=P_0$, and

$$R\approx1-\frac{P_0E}{\Delta f(0)}=1-\frac{8e}{3\sqrt3}.$$

At $e=1/2$ this gives $0.230$, which is 34 percent below the true fraction. The line lies too low because the saddle and the metastable well approach each other as the field grows, so each further increment of field removes less barrier.

Near $E_c$, $e=\cos3\alpha\approx1-9\alpha^2/2$, so $\alpha\approx\sqrt{2(1-e)}/3$. With $R\approx16\alpha^3/\sqrt3$,

$$R\approx\frac{32\sqrt2}{27\sqrt3}(1-e)^{3/2}=0.968\,(1-e)^{3/2}.$$

At half field this gives $0.342$, which is 1.5 percent low. The full formula gives $R=0.64$, $0.12$ and $0.03$ at $e=0.25$, $0.75$ and $0.90$.

### (e) A 10 nm hafnia-based film is modelled with $P_0=20\ \mu\mathrm{C/cm^2}$ and $E_c=2$ MV/cm. A decoupled volume $V$ reverses uniformly, with mean escape time $\tau=\nu^{-1}\exp(V\Delta f/kT)$, $\nu=10^{12}\ \mathrm{s^{-1}}$ and $T=300$ K. Which volume escapes in 1 s at half field, and how long does it last at zero field?

**Answer.** In SI units $P_0=0.20\ \mathrm{C/m^2}$ and $E_c=2\times10^8$ V/m, so

$$\Delta f(0)=0.6495\times(2\times10^8)\times0.20=2.60\times10^7\ \mathrm{J/m^3}=0.162\ \mathrm{eV/nm^3}.$$

At 1 MV/cm the barrier density is $0.3473\times0.162=0.0563\ \mathrm{eV/nm^3}$. Escape in 1 s requires

$$V\Delta f=kT\ln10^{12}=0.02585\times27.63=0.714\ \mathrm{eV},$$

so $V=0.714/0.0563\approx12.7\ \mathrm{nm^3}$, a square column of side 1.13 nm running through the 10 nm film. It is taken to span the film because a region ending inside it would carry bound charge on its end faces, whose energy is not included in $f$. For so thin a column that energy need not be large, as part (f) notes.

At zero field the same volume has a barrier of $0.714/0.3473=2.06$ eV. Its exponential factor is $10^{12/0.3473}=10^{34.6}$, and its lifetime is about $10^{22.6}$ s. A barrier ratio of about three thus becomes more than twenty decades in time, because the barrier stands in an exponent.

The prefactor was held fixed. The curvature of the metastable well falls from 2 to $3p_m^2-1=1.35$ at half field, which lowers its oscillation frequency and, if the prefactor is proportional to that frequency, lengthens the 1 s by a factor $\sqrt{2/1.35}=1.22$. Temperature matters more: at 358 K, with $a$, $b$ and $\nu$ unchanged, the exponent is $27.63\times300/358=23.2$ and the escape time is about 11 ms.

### (f) Now let $P$ vary along one in-plane direction $x$, at a cost $\tfrac g2(dP/dx)^2$ with $g=5\times10^{-10}\ \mathrm{m^3/F}$. The side faces of a grain are free, so $dP/dx=0$ there. Up to what width does the uniform saddle have a single unstable direction? For a cubic grain of side 10 nm, compare uniform reversal with a flat wall entering from one side face.

**Answer.** The slowest non-uniform variation allowed in width $w$ is $\cos(\pi x/w)$. Since $x$ is perpendicular to $P$, it creates no bound charge inside the film; the charge on the film faces is taken as fully screened by the electrodes. Its curvature at the saddle is $f''(P_s)+g(\pi/w)^2$. At half field $f''(P_s)=a(3p_s^2-1)=-0.879a$, with $a=2.60\times10^9$ m/F from part (a). A second unstable direction appears when

$$w>\pi\sqrt{\frac{g}{0.879a}}=1.47\ \mathrm{nm}.$$

The column of part (e) is 1.13 nm wide, narrower than this, so with free side faces its uniform saddle keeps a single unstable direction against in-plane variation. At only about two lattice cells across, however, the continuum gradient term is a rough guide. Variation along the normal $z$ is a different matter. It creates bound charge, but the field of a thin column spreads into its surroundings. For a round column of the same area between ideal electrodes, with the same $g$ along $z$, the variation $\cos(\pi z/10\ \mathrm{nm})$ is unstable at the half-field saddle once the relative permittivity of the surroundings exceeds about 2.4. In hafnia-like surroundings the column then has a cheaper path than uniform reversal, and its 0.714 eV barrier is only an upper bound.

For the wall, the critical profile makes $\int[\tfrac g2P'^2+f-f_m]\,dx$ stationary, so $gP''=df/dP$. Multiplying by $P'$ and integrating from the metastable interior, where $P'=0$ and $f=f_m$, gives $\tfrac g2P'^2=f-f_m$. The energy per wall area is then

$$\gamma=\int gP'^2dx=\int_{P_m}^{P_t}\sqrt{2g(f-f_m)}\,dP .$$

The upper limit $P_t$ is the next point where $f=f_m$; there $P'=0$, as the free face demands. At zero field $u-u_m=(1-p^2)^2/4$, and

$$\gamma(0)=\sqrt{ga}\,P_0^2\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{2\sqrt2}3\sqrt{ga}\,P_0^2=0.268\ \mathrm{eV/nm^2}.$$

At half field numerical quadrature gives $0.093\ \mathrm{eV/nm^2}$. The grain barriers follow from a volume of $1000\ \mathrm{nm^3}$ or a wall area of $100\ \mathrm{nm^2}$:

| Path | Zero field | Half field | Retained |
|---|---|---|---|
| Uniform | 162 eV | 56 eV | 0.3473 |
| Edge wall | 26.8 eV | 9.3 eV | 0.3465 |

The flat-wall path is about six times cheaper at both fields. Each energy is only an upper bound on the grain's barrier. If $P$ may also vary along the second in-plane direction with the same $g$, the flat wall at half field has six unstable directions in this grain, so a cheaper path exists; part (g) gives one. The two retained fractions nearly agree at this field, but they are different functions. Near $E_c$ let $\kappa=3p_m^2-1$, which vanishes as $(1-e)^{1/2}$, and let $q=p-p_m$. To leading order $u-u_m=\kappa q^2/2-q^3/\sqrt3$, so $q$ scales as $\kappa$ and the uniform barrier as $\kappa^3$. The wall integral scales as $q\sqrt{u-u_m}\propto\kappa^{5/2}$. The fractions therefore vanish as $(1-e)^{3/2}$ and $(1-e)^{5/4}$ respectively, the second only while the grain is much wider than the wall, whose width grows as $\kappa^{-1/2}$.

### (g) How secure is the 35 percent for a real capacitor?

**Answer.** The chosen $P_0$, $E_c$ and thickness are of the rough size met in hafnia-based capacitors; $g$ and $\nu$ are rough model values. The applied field is about a quarter of a rough breakdown field of 4 MV/cm. The weakest assumption is uniform reversal. A measured loop's coercive field can reflect nucleation and wall motion, and then it is not the $E_c$ of this model. For the 10 nm grain, the edge wall already lowers the half-field barrier from 56 to 9.3 eV. That is still about $360\,kT$ at 300 K, far too much for thermal reversal by this path. A curved front is cheaper still. With the same $g$ in both in-plane directions, a quarter-cylinder nucleus at a vertical edge of the grain, found from the radial equation $g(P''+P'/r)=df/dP$, costs about 1.8 eV at half field, or $69\,kT$. That is about 7 percent of the 26.8 eV zero-field wall barrier, so the 35 percent does not carry over to a grain that can nucleate this way. This value too is only an upper bound, so no escape time for the grain follows.

Within uniform reversal, three changes can be sized.

- **Uncertain $E_c$.** At a fixed 1 MV/cm, an $E_c$ lower or higher by 10 percent gives $R=0.29$ or $0.40$.
- **A linear layer in series.** Let its thickness be $t=0.5$ nm and its relative permittivity $\epsilon_r=20$, and let $d$ be the film thickness. Taking the displacement as $P$, the layer adds $tP^2/(2\epsilon_0\epsilon_rd)$ per film volume. This lowers $a$ by 11 percent and, since $E_c\propto a^{3/2}$, lowers $E_c$ to 1.68 MV/cm. With the voltage divided by $d$ held at 1 MV/cm, the stack retains 0.25 of its own zero-field barrier. At half its own coercive field it retains 0.3473, because the energy is still quartic. This assumes an ideal insulating layer. The field inside it, $P/(\epsilon_0\epsilon_r)$, would be about 9 to 11 MV/cm in the metastable state, above the rough breakdown field, so a real layer may leak or trap charge that screens $P$ and changes these numbers.
- **A sixth-order term.** Adding $0.1\,p^6/6$ to $u$ and finding the stationary points numerically gives 0.3472 at half the new coercive field. For this coefficient the fraction hardly moves.

All numerical values are calculated from the stated model.
